# Ground State of a Cobalt Precursor with Two Ligand Radicals

## Problem

A bis(diazadiene)cobalt molecule is described as a high-spin cobalt(II) ion with spin $S_{\rm Co}=3/2$, bound to two ligands that each carry one unpaired electron, $s_1=s_2=1/2$. The two ligands couple equally to the metal:

$$
H=J\,\mathbf S_{\rm Co}\cdot(\mathbf s_1+\mathbf s_2),\qquad J>0 .
$$

Spins are in units of $\hbar$, so $J$ is an energy. With this sign, positive $J$ favours antiparallel spins. The cobalt quartet is taken to have no orbital degeneracy.

(a) Find all levels, their degeneracies and the spin of the ground state.

(b) Find how the ground-state spin is shared between metal and ligands.

(c) For $J=100$ meV, find the populations and the effective magnetic moment at 300 K and 400 K.

(d) Determine how far the ground state survives unequal couplings, further exchange terms, cobalt anisotropy and electron transfer.

## First estimate by scaling

Treat the spins as arrows of lengths $3/2$, $1/2$ and $1/2$ along one axis. One bond has energy $\pm J(3/2)(1/2)=\pm 3J/4$. With both ligand arrows opposed to cobalt,

$$
E\approx-\tfrac32J,\qquad S\approx\tfrac32-\tfrac12-\tfrac12=\tfrac12 .
$$

Turning one ligand arrow changes its bond from $-3J/4$ to $+3J/4$. It costs $3J/2$ and leaves a net spin of $3/2$.

For $J=100$ meV the cost is 150 meV, while $kT=34.5$ meV at 400 K. The Boltzmann factor is $e^{-150/34.5}\approx0.013$, so an excited fraction near one per cent is expected. The arrows ignore the transverse parts of the spin operators, so neither the energies nor the spin assignment is yet proved.

## Exact solution

### Levels

Let $\mathbf L=\mathbf s_1+\mathbf s_2$ be the total ligand spin (not an orbital angular momentum) and $\mathbf S=\mathbf S_{\rm Co}+\mathbf L$ the total spin. Two spins $1/2$ give $L=0$ or $1$. Combining these with $3/2$ gives one quartet for $L=0$, and a doublet, a quartet and a sextet for $L=1$. The count is $4+(2+4+6)=16=4\cdot2\cdot2$, so no state is missing.

Operators on different centres commute, hence

$$
\mathbf S^2=\mathbf S_{\rm Co}^2+\mathbf L^2+2\,\mathbf S_{\rm Co}\cdot\mathbf L .
$$

Solving for the product and inserting $\mathbf S_{\rm Co}^2=15/4$,

$$
E(S,L)=\frac J2\left[S(S+1)-\frac{15}{4}-L(L+1)\right].
$$

The four cases are

$$
\begin{aligned}
E(\tfrac12,1)&=\tfrac J2\left(\tfrac34-\tfrac{15}4-2\right)=-\tfrac52J,\\
E(\tfrac32,1)&=\tfrac J2\left(\tfrac{15}4-\tfrac{15}4-2\right)=-J,\\
E(\tfrac32,0)&=\tfrac J2\left(\tfrac{15}4-\tfrac{15}4-0\right)=0,\\
E(\tfrac52,1)&=\tfrac J2\left(\tfrac{35}4-\tfrac{15}4-2\right)=\tfrac32J .
\end{aligned}
$$

For $J>0$ the ground level is a doublet, and the gap to the next level is $-J-(-5J/2)=3J/2$. For $J<0$ the order reverses and the sextet is lowest.

A bound gives the physical reason. One bond alone couples $3/2$ and $1/2$ to spin 2 or 1, for which $\mathbf S_{\rm Co}\cdot\mathbf s_i$ equals $3/4$ or $-5/4$. No state can therefore have energy below $2(-5J/4)=-5J/2$. The doublet reaches this value, so it satisfies both bonds fully at once.

### The ground state

Use states $|m,M_L\rangle$, with $m$ the cobalt projection and $L=1$. For total projection $M=1/2$,

$$
|\psi\rangle=c_1|\tfrac32,-1\rangle+c_2|\tfrac12,0\rangle+c_3|{-\tfrac12},1\rangle .
$$

A doublet has no state with $M=3/2$, so $S_+|\psi\rangle=0$. The raising elements are $\sqrt3$ for cobalt $\tfrac12\to\tfrac32$, $2$ for $-\tfrac12\to\tfrac12$, and $\sqrt2$ for either ligand step. The coefficients of $|\tfrac32,0\rangle$ and $|\tfrac12,1\rangle$ must vanish:

$$
\sqrt2\,c_1+\sqrt3\,c_2=0,\qquad \sqrt2\,c_2+2c_3=0 .
$$

Thus $c_2=-\sqrt{2/3}\,c_1$ and $c_3=c_1/\sqrt3$. Normalization gives $c_1^2(1+2/3+1/3)=1$, so

$$
|\psi\rangle=\sqrt{\tfrac12}\,|\tfrac32,-1\rangle-\sqrt{\tfrac13}\,|\tfrac12,0\rangle+\sqrt{\tfrac16}\,|{-\tfrac12},1\rangle .
$$

The projections follow from the weights:

$$
\langle S_{{\rm Co},z}\rangle=\tfrac34+\tfrac16-\tfrac1{12}=\tfrac56,\qquad
\langle L_z\rangle=-\tfrac12+\tfrac16=-\tfrac13 .
$$

Each ligand carries $-1/6$, because the state is symmetric in the two ligands. The sum is $1/2$, as required.

This sharing affects the magnetic response. Let the isotropic $g$ factors be $g_{\rm Co}$ and $g_L$. The two doublet states have opposite projections, so their first-order Zeeman splitting is twice the single-state shift:

$$
g=2\left(\tfrac56g_{\rm Co}-\tfrac13g_L\right)=\frac{5g_{\rm Co}-2g_L}{3}.
$$

For rough values $g_{\rm Co}=2.2$ and $g_L=2.0$, $g=(11-4)/3=2.33$. Writing the result as $g=g_{\rm Co}+\tfrac23(g_{\rm Co}-g_L)$ shows that the doublet has a larger $g$ factor than either centre whenever $g_{\rm Co}>g_L$, as here.

### Populations and moment

For $J=100$ meV the levels lie at $-250$, $-100$, $0$ and $150$ meV. The gap is 150 meV, equivalent to about 1740 K. Relative to the ground level,

$$
p(S,L)=\frac{(2S+1)e^{-[E(S,L)+5J/2]/kT}}{Z},
$$

where $Z$ is the sum of the four numerators. At 400 K, dividing every numerator by 2 gives

$$
1+2e^{-150/34.47}+2e^{-250/34.47}+3e^{-400/34.47}\approx1.027 .
$$

The doublet fraction is $1/1.027$, or 97.4%. The lower quartet holds 2.5% and the upper quartet 0.14%. At 300 K, where $kT=25.85$ meV, the doublet holds 99.4%.

For a common $g$, the magnetic moment commutes with $H$. The weak-field susceptibility per molecule, without the constant factor $\mu_0$, is then $\chi=g^2\mu_B^2\langle S_z^2\rangle/kT$. Rotational symmetry gives $\langle S_z^2\rangle=\langle\mathbf S^2\rangle/3$. Defining the effective moment in Bohr magnetons by $\mu^2=3kT\chi/\mu_B^2$,

$$
\mu^2=g^2\sum_{S,L}p(S,L)\,S(S+1).
$$

With the free-electron $g$, a pure doublet has $\mu=1.73$. The thermal values are 1.76 at 300 K and 1.82 at 400 K. When $kT\gg J$, all 16 states are equally populated and $\langle\mathbf S^2\rangle=15/4+3/4+3/4=21/4$, so $\mu$ tends to 4.59, the value for three uncoupled spins.

Replacing the common $g$ by the doublet value 2.33 gives $\mu=2.33\sqrt{3/4}=2.02$, if field-induced mixing with the quartets is neglected. For these numbers, the cobalt $g$ factor changes the moment more than heating to 400 K does.

## When the doublet remains lowest

### Unequal couplings

Let the couplings be $J_1,J_2$, with mean $\bar J$ and difference $d=J_1-J_2$. Then

$$
H=\bar J\,\mathbf S_{\rm Co}\cdot\mathbf L+\frac d2\,\mathbf S_{\rm Co}\cdot\mathbf n,\qquad \mathbf n=\mathbf s_1-\mathbf s_2 .
$$

There is one doublet, and $H$ conserves total spin, so the doublet vector is unchanged. Its energy is $-5(J_1+J_2)/4$.

The two quartets mix. Since $\mathbf n$ changes sign when the ligands are exchanged, it connects $L=0$ with $L=1$ and has no diagonal elements. On the ligand singlet, $\mathbf s_2=-\mathbf s_1$, so $\mathbf n=2\mathbf s_1$ and $\langle n_an_b\rangle=\delta_{ab}$. The squared norm of $\mathbf S_{\rm Co}\cdot\mathbf n$ acting on the $L=0$ quartet is therefore $\mathbf S_{\rm Co}^2=15/4$. The quartet matrix has diagonal elements $-\bar J$ and $0$, and squared coupling $(d/2)^2(15/4)$:

$$
E_\pm=-\frac{\bar J}{2}\pm\sqrt{\frac{\bar J^2}{4}+\frac{15d^2}{16}} .
$$

The doublet is below $E_-$ if $2\bar J$ exceeds the root. This requires $\bar J>0$ and, after squaring, $\bar J^2>d^2/4$. Since $\bar J^2-d^2/4=J_1J_2$, the condition is that both couplings be positive. The sextet, at $3\bar J/2$, is then higher as well. Equality of the couplings is not needed. For 110 and 90 meV, $E_-=-103.6$ meV and the gap is 146.4 meV.

### Further exchange terms

A ligand–ligand term $J'\mathbf s_1\cdot\mathbf s_2$ adds $J'/4$ for $L=1$ and $-3J'/4$ for $L=0$. The doublet stays below the $L=0$ quartet if $-5J/2+J'/4<-3J'/4$, or $J'<5J/2$. That is 250 meV here. A rough $J'=20$ meV leaves the first gap at 150 meV, because both levels involved have $L=1$.

A three-centre term can also occur:

$$
K\left[(\mathbf S_{\rm Co}\cdot\mathbf s_1)(\mathbf S_{\rm Co}\cdot\mathbf s_2)+\text{h.c.}\right].
$$

Put $X=\mathbf S_{\rm Co}\cdot\mathbf L$. The bracket equals $X^2$ minus the squares of the two bond operators. Each bond operator $y$ has eigenvalues $3/4$ and $-5/4$, both of which satisfy $y^2=15/16-y/2$. The bracket is therefore

$$
X^2+\frac X2-\frac{15}{8}.
$$

For the doublet, lower quartet, upper quartet and sextet, $X=-5/2,-1,0,3/2$, and the bracket is $25/8,-11/8,-15/8,9/8$. The gaps above the doublet become

$$
\tfrac32J-\tfrac92K,\qquad \tfrac52J-5K,\qquad 4J-2K .
$$

The first closes soonest as $K$ grows, so the doublet is lowest for $K<J/3$, or 33 meV here. A rough $K=5$ meV reduces the first gap to 127.5 meV.

Each of these limits holds with the other terms absent. Together they are tighter. With equal couplings and both $J'$ and $K$ present, the upper quartet lies $5J/2-5K-J'$ above the doublet. For $J'=150$ and $K=25$ meV, each within its own limit, this is $-25$ meV, and the doublet is no longer lowest.

### Cobalt anisotropy

Add $V=D(S_{{\rm Co},z}^2-5/4)$. It equals $+D$ for $m=\pm3/2$ and $-D$ for $m=\pm1/2$. Its mean in the doublet is $D(1/2-1/3-1/6)=0$.

To second order, write $V|\psi\rangle=D|\phi\rangle$, where $|\phi\rangle$ has coefficients $\sqrt{1/2},\sqrt{1/3},-\sqrt{1/6}$. This vector is normalized and orthogonal to the doublet. Because $V$ does not act on the ligands, $|\phi\rangle$ contains the $L=1$ quartet, with weight $a$, and the sextet. The diagonal part of $\langle X\rangle$ is $-3/4-1/12=-5/6$. The off-diagonal elements of $X$ are $\sqrt6/2$ and $\sqrt2$, and contribute

$$
2\sqrt{\tfrac16}\,\tfrac{\sqrt6}{2}-2\sqrt{\tfrac1{18}}\,\sqrt2=1-\tfrac23 .
$$

Thus $\langle X\rangle=-1/2=-a+\tfrac32(1-a)$, so $a=4/5$. The excitation energies are $3J/2$ and $4J$, giving

$$
\Delta E=-D^2\left(\frac{4/5}{3J/2}+\frac{1/5}{4J}\right)=-\frac{7D^2}{12J}.
$$

For a rough $D=5$ meV the shift is $-0.15$ meV. Diagonalizing the 16-state matrix gives a first gap of 149.3 meV, which includes the splitting of the quartet. With the 10% asymmetry and the stated $J'$, $K$ and $D$ all present, the same method gives 122 meV. The ground level is still a pair of states. Anisotropy mixes different total spins, however, so the pair is close to a pure doublet only while $|D|$ is small compared with $J$. At $|D|=J$, $\langle\mathbf S^2\rangle$ has risen from $3/4$ to about 1.3–1.4.

### Electron transfer

The spin model fixes one electron on each ligand. A small electron model relaxes this: three cobalt orbitals and two ligand orbitals hold five electrons. Each ligand orbital exchanges electrons with its own cobalt orbital, with amplitude $t$. Double occupation of an orbital costs $U$, and a Hund term $-J_H(\mathbf S_{\rm Co}^2-15/4)$ favours the cobalt quartet.

After one transfer in either direction, one orbital is doubly occupied and the two remaining cobalt spins are parallel, so $S_{\rm Co}=1$. The cost is

$$
E_{\rm ct}=U+J_H\left(\tfrac{15}{4}-2\right)=U+\tfrac74J_H .
$$

Transfer requires the ligand spin and its partner cobalt spin $\mathbf s_d$ to form a singlet. Each direction has amplitude $\sqrt2\,t$, so the second-order energy is $-(4t^2/E_{\rm ct})(1/4-\mathbf s_d\cdot\mathbf s_i)$. In the symmetric quartet each cobalt orbital carries one third of the spin, $\mathbf s_d\to\mathbf S_{\rm Co}/3$. Hence

$$
J=\frac{4t^2}{3E_{\rm ct}} .
$$

With round values $U=4$ eV and $J_H=0.5$ eV, $E_{\rm ct}=4.875$ eV, and $J=0.1$ eV requires $t=0.605$ eV. Full diagonalization of this model again gives a doublet ground state, with 8% of its weight in charge-transferred configurations. The next levels are two quartets and a sextet at 169, 255 and 414 meV, against 150, 250 and 400 meV in the spin model. The first gap is thus 13% larger than in the spin model. This rise does not come from the charge-transferred weight as such. The operator $\mathbf s_d\cdot\mathbf s_i$ also connects the cobalt quartet to neutral configurations with $S_{\rm Co}=1/2$, which lie only $3J_H=1.5$ eV higher, and the doublet gains more from this mixing (weight 1.6%) than the lower quartet (0.4%). If these configurations are excluded while charge transfer is kept, the first gap is 149 meV. At fixed $J$ and $U$ the rise is 24% for $J_H=0.25$ eV and 7% for $J_H=1$ eV.

These three gaps can be rewritten with $J\approx102$, $K\approx-3.7$ and $J'\approx18$ meV. Three parameters fitted to three gaps are a restatement, not a test. They do show that, in this electron model, the three-centre term has the sign that protects the doublet, opposite to the positive $K$ tried above.

## Comparison of estimate and solution

The arrow picture gives the correct ground-state spin and the correct gap, $3J/2$, but its ground energy is too high by $J$. The arrow state $|\tfrac32,-1\rangle$ makes up half of the true doublet; transverse spin exchange mixes in the rest and lowers the energy from $-3J/2$ to $-5J/2$.

The gap agrees because the first excited state is lowered equally. For $M=3/2$, the symmetric state with one ligand turned, $|\tfrac32,0\rangle$, has mean energy 0. It couples to $|\tfrac12,1\rangle$, of mean energy $J/2$, through $\sqrt6J/2$. The eigenvalues obey

$$
\lambda^2-\tfrac J2\lambda-\tfrac32J^2=0,\qquad \lambda=-J,\ \tfrac32J .
$$

The lower state also drops by $J$, so the two errors cancel in the gap. The estimated excited fraction of 1.3% becomes 2.6% at 400 K, mainly because a quartet has twice as many states as a doublet.

## The real precursor

The example corresponds to bis(1,4-di-tert-butyl-1,4-diazadiene)cobalt, a precursor for vapour deposition of cobalt films. The value $J=100$ meV is a rough choice for strong metal–radical coupling, not a measured constant, and 400 K is a rough source temperature. One assumption open to doubt in the real molecule is that of whole electrons localized on metal and ligands. Another is that of a pure cobalt quartet. In the electron model, charge transfer alone moves the first gap by about 1%, and admixture of low-spin cobalt brings the change to 13% for the rough $J_H$ chosen; that model omits the other cobalt orbitals, orbital degeneracy and molecular vibrations. The doublet follows from the assumed spins and positive metal–ligand couplings, provided the further terms are small compared with both couplings; the calculation does not establish that charge assignment, nor does it predict volatility or decomposition.
